# Spin-orbit and distortion splitting of a vacancy orbital doublet

When a chalcogen atom is missing from a monolayer of a transition-metal dichalcogenide, three metal atoms are left with unsaturated orbitals that point into the hole. They combine into a singlet and an orbital doublet, and the doublet can lie inside the band gap, where it traps electrons from the channel. Two influences split it. Spin-orbit coupling acts even at a perfectly symmetric vacancy. Uniaxial strain, or a nearby defect, makes the three metal atoms inequivalent and so splits the doublet as well. If the first alone gives a splitting $L$, and the second alone moves the two orbitals to $+d$ and $-d$, what is the splitting when both act?

## The Hamiltonian allowed by symmetry

Let $|x\rangle$ and $|y\rangle$ be real orbitals that transform like the in-plane coordinates, with $z$ along the layer normal. Pauli matrices $\tau_i$ act on $(x,y)$ and $\sigma_i$ on spin. We treat one electron, fixed nuclei, no magnetic field or magnetic order, and other levels far enough away to be dropped.

Every Hermitian $4\times4$ matrix is a real combination of the sixteen products $\tau_a\sigma_b$, where $a$ and $b$ run over the unit matrix and the three Pauli matrices. Time reversal is $\Theta=i\sigma_yK$, with $K$ complex conjugation. It reverses all three $\sigma_i$. Because the orbitals are real, it reverses the imaginary matrix $\tau_y$ and leaves $\tau_x,\tau_z$ unchanged. An invariant product has two even factors or two odd ones, so

$$H=E_0+d_x\tau_x+d_z\tau_z+\tfrac12\,\tau_y\,\boldsymbol\Lambda\cdot\boldsymbol\sigma. \tag{1}$$

The levels of (1) are at least doubly degenerate. An antiunitary operator obeys $\langle\Theta a|\Theta b\rangle=\langle b|a\rangle$. With $a=\psi$, $b=\Theta\psi$ and $\Theta^2=-1$ this gives

$$-\langle\Theta\psi|\psi\rangle=\langle\Theta\psi|\psi\rangle=0. \tag{2}$$

Thus $\psi$ and $\Theta\psi$ are orthogonal states of equal energy, a Kramers pair.

The undistorted vacancy has the symmetry $C_{3v}$: a threefold axis and three vertical mirrors. A rotation by $\theta=120^\circ$ acts on the orbitals as $\cos\theta-i\tau_y\sin\theta$. It commutes with $\tau_y$ but turns the pair $(\tau_z,\tau_x)$ through $2\theta$, so no combination of $\tau_x$ and $\tau_z$ is invariant. It also turns $(\sigma_x,\sigma_y)$ through $\theta$, which removes $\Lambda_x$ and $\Lambda_y$. What remains is $\tau_y\sigma_z$. The mirror $y\to-y$ reverses $\tau_y$, and it reverses $\sigma_z$ because spin is an axial vector; the product survives. Its eigenvalues are $\pm1$, so the coefficient $L/2$ makes $L$ the full splitting without distortion.

A distortion restores the spin-free terms of (1):

$$H=E_0+\tfrac L2\,\tau_y\sigma_z+d_z\tau_z+d_x\tau_x,\qquad d=\sqrt{d_x^2+d_z^2}. \tag{3}$$

The last two terms form a real symmetric traceless matrix with eigenvalues $\pm d$. The distortion alone therefore splits the orbitals by $2d$, not by $d$. An equal radial displacement of all three metal atoms, towards the axis or away from it, keeps the symmetry and can change only $E_0$ and $L$.

## The splitting

Write $A=\frac L2\tau_y\sigma_z$ and $B=d_z\tau_z+d_x\tau_x$. Since different Pauli matrices anticommute,

$$A^2=\frac{L^2}{4},\qquad B^2=d_z^2+d_x^2+d_zd_x(\tau_z\tau_x+\tau_x\tau_z)=d^2, \tag{4}$$

$$AB+BA=\tfrac L2\sigma_z\left[d_z(\tau_y\tau_z+\tau_z\tau_y)+d_x(\tau_y\tau_x+\tau_x\tau_y)\right]=0. \tag{5}$$

Hence

$$(H-E_0)^2=A^2+B^2+AB+BA=\frac{L^2}{4}+d^2. \tag{6}$$

Each eigenvalue of $H-E_0$ is plus or minus the square root of the right side. The trace of $H-E_0$ is zero, so two of the four have each sign:

$$E_\pm=E_0\pm\tfrac12\Delta,\qquad \boxed{\Delta=\sqrt{L^2+4d^2}}. \tag{7}$$

The direction of the distortion has dropped out. A distortion may also change the spin-orbit term and tilt its axis, as (1) permits. Because $(\boldsymbol\Lambda\cdot\boldsymbol\sigma)^2=|\boldsymbol\Lambda|^2$, the same algebra then gives $\Delta=\sqrt{|\boldsymbol\Lambda|^2+4d^2}$, with $\boldsymbol\Lambda$ taken at the distorted geometry.

## Why the splittings do not add

For spin $s=\pm1$ along $z$, and axes chosen so that $d_x=0$, $d_z=d$, (3) is a two-level problem $H-E_0=\mathbf h_s\cdot\boldsymbol\tau$ with

$$\mathbf h_s=(0,\;sL/2,\;d),\qquad |\mathbf h_s|=\Delta/2. \tag{8}$$

Spin-orbit coupling and distortion are perpendicular components of this vector. The first favours the complex orbitals $x\pm iy$, in which the electron circulates; the second favours the real orbitals $x$ and $y$. In the lower state $\langle\boldsymbol\tau\rangle$ is the unit vector opposite to $\mathbf h_s$. As $s^2=1$, both members of the lower pair have

$$\langle\tau_y\sigma_z\rangle=-\frac L\Delta,\qquad \langle\tau_z\rangle=-\frac{2d}\Delta. \tag{9}$$

The squares of these numbers add to one, so a stronger distortion quenches the circulation.

Expansion of the root in (7) gives the two limits

$$\Delta=L+\frac{2d^2}{L}-\dots\;(2d\ll L),\qquad \Delta=2d+\frac{L^2}{4d}-\dots\;(2d\gg L). \tag{10}$$

At fixed $L$ a weak distortion enters in second order, because the circulating states have no first-order response to it. This limits what a measured splitting can reveal. Inversion of (7) gives

$$d=\tfrac12\sqrt{\Delta^2-L^2},\qquad \frac{\partial d}{\partial\Delta}=\frac{\Delta}{4d}, \tag{11}$$

at fixed $L$, so an error in $\Delta$ is strongly magnified when $d$ is small.

## Worked example

Take $L=200$ meV, a uniaxial strain of 2.5 %, and a distortion energy of 3 eV per unit strain, with the lateral contraction included in that coefficient. These are round assumed values. Then

$$d=3000\ \text{meV}\times0.025=75\ \text{meV},$$

$$\Delta=\sqrt{200^2+(2\times75)^2}\ \text{meV}=\sqrt{62\,500}\ \text{meV}=250\ \text{meV}. \tag{12}$$

The pairs lie 125 meV below and above the doublet centre. The splitting equals the energy of a photon of wavelength 4.96 µm; whether light drives the transition is a separate question. From (9), $\langle\tau_y\sigma_z\rangle=-0.8$ and $\langle\tau_z\rangle=-0.6$. The two-term estimates in (10) give 256 and 283 meV. Both are too high, and the small-$d$ form is the closer one since $2d<L$.

At fixed $L=200$ meV the dependence on distortion is:

| $d$ (meV) | $\Delta$ (meV) |
|---:|---:|
| 0 | 200 |
| 25 | 206 |
| 50 | 224 |
| 100 | 283 |
| 150 | 361 |

The first 25 meV of distortion adds 6 meV, whereas the step from 100 to 150 meV adds 78 meV.

## Three orbitals on a triangle

A small model shows how terms of the form of $L$ and $d$ appear in the doublet and what the omitted singlet does. Its spin-orbit hopping $\lambda$ is an effective parameter put in by hand; in a real layer it stands for the atomic spin-orbit coupling of the heavy atoms around the vacancy. Put one orbital $|j\rangle$ on each metal atom, $j=0,1,2$, with site numbers counted modulo 3, and let

$$H=\sum_j(t_j+i\lambda\sigma_z)\,|j+1\rangle\langle j|+\text{h.c.} \tag{13}$$

For equal bonds $t_j=t$ the eigenstates are $|m\rangle=3^{-1/2}\sum_je^{im\theta j}|j\rangle$, with $m=0,\pm1$ and $\theta=2\pi/3$. The forward hop has the expectation value $e^{-im\theta}$, so

$$E_{m,s}=(t+i\lambda s)e^{-im\theta}+\text{c.c.}=2t\cos m\theta+2\lambda s\sin m\theta. \tag{14}$$

The singlet $m=0$ lies at $2t$. The doublet lies at $-t\pm\sqrt3\,\lambda$, which gives $L=2\sqrt3\,\lambda$. The singlet energy measured from the doublet centre is $D=3t$.

The real doublet orbitals have site amplitudes $x=(2,-1,-1)/\sqrt6$ and $y=(0,1,-1)/\sqrt2$. Change the hopping on bond 1–2 by $\delta$ and on the other two by $-\delta/2$. The matrix elements of this change $V$ are

$$V_{xx}=2\left[\delta\,\tfrac16-\tfrac\delta2\left(-\tfrac26-\tfrac26\right)\right]=\delta,\qquad V_{yy}=2\delta\left(-\tfrac12\right)=-\delta, \tag{15}$$

and $V_{xy}=0$, because $x_1=x_2$ while $y_1=-y_2$ and $y_0=0$. Thus $d=|\delta|$. The same bond changes couple $x$ to the singlet, whose amplitudes are all $1/\sqrt3$:

$$V_{ax}=\frac1{\sqrt3}\left[\delta(x_1+x_2)-\tfrac\delta2(2x_0+x_1+x_2)\right]=-\frac{\delta}{\sqrt2}. \tag{16}$$

In second order this moves $x$ by $-\delta^2/(2D)$, away from the singlet. For positive $\delta$ the orbital $x$ is the upper one, for negative $\delta$ the lower one. At $L=0$ the correction to the splitting therefore changes sign with $\delta$.

The symmetry $C_{3v}$ also permits an in-plane spin-orbit hopping, in which $\sigma_z$ in (13) becomes $\sigma_z+\hat{\mathbf r}_j\cdot\boldsymbol\sigma$. Here $\hat{\mathbf r}_j$ points from the centre to the middle of the bond, at the angle $\phi_j=\theta j+\pi/3$, and the in-plane part has been given the same strength as the normal part. The part of $\hat{\mathbf r}_j\cdot\boldsymbol\sigma$ that turns spin down into spin up is $e^{-i\phi_j}$. Between $(m=1,\downarrow)$ and $(m=0,\uparrow)$ the forward and backward hops then add to

$$i\lambda\left(e^{-i\pi/3}-e^{i\pi/3}\right)=2\lambda\sin\frac\pi3=\sqrt3\,\lambda=\frac L2. \tag{17}$$

Time reversal gives a coupling of equal size for $(m=-1,\uparrow)$. For $\lambda>0$, the sign assumed here, these two states form the lower pair, at $-L/2$. Second-order perturbation theory pushes them away from the singlet, so that the undistorted splitting becomes

$$L'\simeq L+\frac{L^2/4}{D+L/2}. \tag{18}$$

Symmetry does not fix the sign of $\lambda$. For $\lambda<0$, with $L=2\sqrt3\,|\lambda|$, the coupled states form the upper pair and $L'\simeq L-\frac{L^2/4}{D-L/2}$, a shift in the opposite direction. The numbers below are for $\lambda>0$ and $L=200$ meV. An experiment on a symmetric vacancy measures $L'$, and the fair question is whether (7) holds with $L'$ in place of $L$. Numerical diagonalization of the $6\times6$ matrix with $\delta=+75$ meV answers it for two positions of the singlet.

- For $D=-1200$ meV, $L'=191$ meV. With distortion the splitting is 243.8 meV, and (7) with $L'$ gives 242.8 meV. The rule fails by 1 meV.
- For $D=+500$ meV, $L'=216$ meV. With distortion the splitting is 257.5 meV, and (7) with $L'$ gives 263.2 meV. The rule is 5.6 meV too high, about 2 % of the splitting.

Both errors belong to positive $\delta$; reversing its sign changes their size and direction. The second case is only a crude stand-in for a nearby conduction-band edge, since one local orbital replaces many extended states. The measured $L'$ contains the singlet's whole effect on the undistorted splitting; the failure of the rule shows what $L'$ does not contain, the singlet's effect on the response to distortion.

## Relaxation when an electron is captured

So far $d$ has been a given number. An electron in the lower pair, however, pulls the nuclei towards larger distortion. Let $d$ now denote the distortion energy of the empty doublet and $u$ that of the occupied one. For a harmonic lattice with a linear, isotropic coupling, the total energy is

$$W(u)=\frac{(u-d)^2}{4R}-\frac12\sqrt{L^2+4u^2}. \tag{19}$$

It suffices to take $u$ along the external distortion: the electronic term depends on magnitude alone, and for a given magnitude that direction costs the least elastic energy. The constant $R$ is the relaxation energy at $L=d=0$, where $W=u^2/4R-u$ has its minimum $-R$ at $u=2R$. Setting $W'(u)=0$ gives

$$\frac{u-d}{2R}=\frac{2u}{\Delta(u)}\quad\Longrightarrow\quad u=d+\frac{4R\,u}{\Delta(u)},\qquad \Delta(u)=\sqrt{L^2+4u^2}. \tag{20}$$

With an assumed $R=10$ meV, numerical solution gives $u=88$ meV and a splitting of 267 meV at the relaxed geometry, 17 meV above the value for the empty vacancy. Equation (7) still holds as a vertical splitting, with the distortion of the geometry at which it is taken. An electron in the upper pair relaxes the other way, to a geometry where the splitting is 238 meV, and the minima of the two total energies lie 251 meV apart, close to the value for the empty vacancy.

Without external distortion, (20) has the solution $u=0$ and, possibly, one with $\Delta(u)=4R$. The curvature at the origin is $W''(0)=1/(2R)-2/L$, so the symmetric geometry is unstable when

$$4R>L. \tag{21}$$

For $L=200$ meV the threshold is $R=50$ meV, and the vacancy of the example would not distort by itself. Above threshold the splitting at the minimum is $4R$, for instance 240 meV at $R=60$ meV, and no longer depends on $L$. In this isotropic model all directions of the spontaneous distortion have equal energy. The nuclei can then move between them. The minimum also lies only $(4R-L)^2/16R$ below the symmetric point, 1.7 meV at $R=60$ meV. This is far less than the vibrational quantum of 30 meV assumed below, so in this example zero-point motion washes out the distorted geometry and the nuclear density still peaks at $u=0$. A static treatment needs a well deep compared with $\hbar\omega$ and something that pins the direction.

## Motion of the nuclei, occupation and magnetic field

Zero-point and thermal motion make both distortion components fluctuate. For an empty doublet, each has the elastic energy $f^2/4R$, where $f$ is the deviation from the mean. In a harmonic oscillator of quantum $\hbar\omega$ the mean elastic energy is half the total, $\frac14\hbar\omega\coth(\hbar\omega/2k_BT)$. The variance is therefore

$$s^2=R\,\hbar\omega\coth\frac{\hbar\omega}{2k_BT}. \tag{22}$$

For an assumed $\hbar\omega=30$ meV at 300 K, where $k_BT=25.9$ meV, this gives $s=24$ meV. A fluctuation along the static distortion changes the splitting with slope $\partial\Delta/\partial d=4d/\Delta$, which predicts an rms spread of $4ds/\Delta=29$ meV. A transverse fluctuation has no first-order effect. The curvatures of $\Delta$ are $4L^2/\Delta^3$ along the distortion and $4/\Delta$ across it. Both are positive, so to second order the mean splitting rises by

$$\frac{s^2}{2}\left(\frac{4L^2}{\Delta^3}+\frac4\Delta\right). \tag{23}$$

Averaging $\Delta$ over the two-dimensional Gaussian by numerical quadrature gives a mean of 257 meV and an rms spread of 28 meV. This is the distribution of the splitting at instantaneous nuclear positions. It is not the width of an absorption line between the pairs: that transition needs an electron in the lower pair, which by (19) changes both the mean geometry and the restoring forces.

If one electron is shared thermally between the pairs at the static splitting of 250 meV, their equal degeneracies cancel and the occupation ratio is $e^{-\Delta/k_BT}=6\times10^{-5}$. The upper pair is practically empty at room temperature.

A magnetic field removes the Kramers degeneracy. We keep the spin term $\mu_BB\,\hat{\mathbf b}\cdot\boldsymbol\sigma$, where $\hat{\mathbf b}$ is the field direction and the free-electron factor is rounded to 2; orbital magnetism is omitted. For a field along $z$, $\sigma_z$ commutes with (3), and each pair splits by $2\mu_BB$, or 0.116 meV at 1 T. An in-plane field must connect the spin-up and spin-down members of the pair, whose orbital parts differ. By (8) their directions have the scalar product $(4d^2-L^2)/\Delta^2$, so their squared overlap is

$$\frac12\left(1+\frac{4d^2-L^2}{\Delta^2}\right)=\frac{4d^2}{\Delta^2}. \tag{24}$$

To first order in $B$ the in-plane splitting is $2\mu_BB\,(2d/\Delta)$, or 0.069 meV at 1 T. Within the doublet model it vanishes for the symmetric vacancy; mixing with the singlet can leave a small remainder. Both values are negligible beside $\Delta$.

## The model beside real layers

A spin-orbit splitting of very roughly 0.2 eV is the right size for chalcogen vacancies in tungsten dichalcogenides; in the molybdenum compounds it is smaller. The strain of 2.5 % is high for a flat layer on a substrate and better suited to a strongly bent or wrinkled one. With the assumed 3 eV per unit strain, $d=25$ meV corresponds to about 0.8 %, and at fixed $L$ the splitting is then only 3 % above $L$. The coefficient itself is an assumption, as are $R$ and $\hbar\omega$. Uniaxial strain also changes the mean bond length, which can shift $L$ in first order; at small strain this shift may matter as much as the effect of $d$. In a transistor the charge state need not stay fixed, because the gate can fill the trap. For the parameters used here, one captured electron moves the vertical splitting at the relaxed geometry from 250 to 267 meV, while the separation between the relaxed lower and relaxed upper states stays near 251 meV. A second electron adds Coulomb repulsion and exchange, which (7) does not contain, and the energies of that charge state cannot be read from the one-electron pairs.

Numerical values quoted here were computed with a short program.
